# Capillary pressures of water and isopropanol in a 20 nm gap

## Question

During drying after a wet process, liquid is left between two neighbouring walls of a fine pattern. Treat the walls as smooth, parallel and rigid, a distance $d$ apart, and very long in the direction perpendicular to the cross-section. The liquid fills the lower part of the gap, gas at atmospheric pressure fills the upper part, and a static meniscus separates them. The contact angle $\theta$ is measured through the liquid and is the same at both walls. Define

$$\Delta p=p_{\rm gas}-p_{\rm liquid},$$

so that a positive $\Delta p$ means suction in the liquid. Neglect gravity until part (f).

Use $d=20$ nm and the following data.

- Water: surface tension $\gamma_W=72$ mN/m, contact angle $\theta_W=40^\circ$.
- Isopropanol: surface tension $\gamma_I=22$ mN/m, contact angle $\theta_I=10^\circ$.

The surface tensions are rough room-temperature sizes. The contact angles are chosen for this question and do not describe a particular wall material.

**(a)** Derive $\Delta p$ from the surface energies by displacing the meniscus along the gap. How does the result change for a round hole of diameter $d$?

**(b)** Derive $\Delta p$ again from the shape of the meniscus, and find the radius and depth of the meniscus.

**(c)** Evaluate the pressures, radii and depths for both liquids.

**(d)** Find the ratio of the two pressures and separate the effects of surface tension and contact angle.

**(e)** The isopropanol data are held fixed while $\theta_W$ is varied. At what $\theta_W$ are the two pressures equal, and what happens at larger angles?

**(f)** Find the absolute pressure in each liquid and interpret its sign. Was it justified to neglect gravity?

**(g)** One wall is now allowed to move against an elastic restoring pressure $ku$, where $u$ is its displacement towards the other, fixed wall. It has liquid on its inner side and gas on its outer side. How stiff must it be for an equilibrium to exist with the gap still open?

## Model answers

### (a) Pressure from a virtual displacement

Let $\gamma_{SV}$ and $\gamma_{SL}$ be the energies per unit area of the dry and the wetted wall, and $\gamma$ that of the liquid–gas interface. All energies below are per unit length perpendicular to the cross-section.

Young's equation relates these quantities. Move one contact line a small distance $\delta$ onto dry wall, deforming the interface only in its immediate neighbourhood. A length $\delta$ of wall changes from dry to wet, which costs $(\gamma_{SL}-\gamma_{SV})\delta$. The interface leaves the wall at angle $\theta$ to the wetted side, so moving its end by $\delta$ lengthens it by $\delta\cos\theta$ to first order. The volume swept out can be made negligible by shrinking the deformed region, so pressure does no work at this order. Equilibrium then requires

$$(\gamma_{SL}-\gamma_{SV}+\gamma\cos\theta)\,\delta=0,
\qquad\text{so}\qquad
\gamma_{SV}-\gamma_{SL}=\gamma\cos\theta .$$

Now advance the whole meniscus by $\delta z$ towards the gas without changing its shape. The liquid–gas area stays the same. Both walls are wetted over a further length $\delta z$, and the surface energy changes by

$$\delta F=2(\gamma_{SL}-\gamma_{SV})\,\delta z=-2\gamma\cos\theta\,\delta z .$$

A volume $d\,\delta z$ of liquid enters from below at pressure $p_{\rm liquid}$, which does work $p_{\rm liquid}\,d\,\delta z$ on the system. The same volume of gas is pushed out at the top against $p_{\rm gas}$, which takes away work $p_{\rm gas}\,d\,\delta z$. In equilibrium the energy change equals the net work received:

$$-2\gamma\cos\theta\,\delta z
=(p_{\rm liquid}-p_{\rm gas})\,d\,\delta z
=-\Delta p\,d\,\delta z .$$

Dividing by $-d\,\delta z$ gives

$$\boxed{\Delta p=\frac{2\gamma\cos\theta}{d}}$$

The factor 2 counts the two walls. The shape of the meniscus was not needed, because it is carried along unchanged.

In a round hole the wetted area grows by $\pi d\,\delta z$ and the volume by $(\pi d^2/4)\,\delta z$. The same balance reads

$$\gamma\cos\theta\,\pi d=\Delta p\,\frac{\pi d^2}{4},
\qquad\text{so}\qquad
\Delta p=\frac{4\gamma\cos\theta}{d}.$$

The hole has twice the perimeter per unit area of the slot, and therefore twice the suction.

### (b) Pressure from the meniscus shape

Consider a short piece of the interface with radius of curvature $R$ that subtends an angle $\delta\varphi$ at its centre of curvature. For a wetting liquid the surface is lowest in the middle of the gap, and the centre of curvature lies in the gas. The surface tension pulls on both ends of the piece. The two pulls have a resultant $2\gamma\sin(\delta\varphi/2)\approx\gamma\,\delta\varphi$ towards the centre, that is, towards the gas. The pressure difference pushes the piece towards the liquid with force $\Delta p\,R\,\delta\varphi$. Balance gives Laplace's law for a surface curved in one direction,

$$\Delta p=\frac{\gamma}{R}.$$

Without gravity, each fluid has a uniform pressure. Hence $\Delta p$ and $R$ are the same everywhere on the meniscus, and its cross-section is a circular arc.

Let $x$ be the distance from the middle of the gap and $\varphi$ the inclination of the surface to the horizontal. On a circular arc $\sin\varphi=x/R$. At the wall $x=d/2$. The surface makes the angle $\theta$ with the vertical wall, so its inclination there is $90^\circ-\theta$. Therefore

$$\sin(90^\circ-\theta)=\cos\theta=\frac{d}{2R},
\qquad\text{so}\qquad
R=\frac{d}{2\cos\theta}.$$

Inserting this in Laplace's law gives $\Delta p=2\gamma\cos\theta/d$ again. This route uses only the angle that is actually present at the wall. It therefore also applies to a real surface on which a retreating liquid shows a smaller angle than an advancing one. For drying by a retreating meniscus, $\theta$ is the receding angle.

The depth $s$ is the height of the contact lines above the lowest point of the arc. A point at inclination $\varphi$ lies $R(1-\cos\varphi)$ above the lowest point, and at the wall $\cos(90^\circ-\theta)=\sin\theta$. Thus

$$s=R(1-\sin\theta)=\frac{d\,(1-\sin\theta)}{2\cos\theta}.$$

Multiplying numerator and denominator by $1+\sin\theta$ and using $1-\sin^2\theta=\cos^2\theta$ gives

$$s=\frac d2\,\frac{\cos\theta}{1+\sin\theta}.$$

For $\theta\to0$ the arc is a half circle with $s=R=d/2$. For $\theta\to90^\circ$ the meniscus becomes flat, with $s\to0$, $R\to\infty$ and $\Delta p\to0$.

These results were tested by minimising the surface energy numerically at fixed liquid volume, with neither a circular shape nor the pressure formula assumed. For both liquids, the curvature found in two separate parts of the profile, inserted in Laplace's law, gave a pressure within 0.1 % of the formula's value. The depth agreed to the same relative accuracy, and the wall angle to within $0.1^\circ$. The values appear in the numerical output.

### (c) Numbers for the two liquids

For water, $\cos40^\circ=0.7660$, and

$$\Delta p_W=\frac{2(0.072\ \mathrm{N/m})(0.7660)}{20\times10^{-9}\ \mathrm m}
=5.52\ \mathrm{MPa}\quad(55.2\ \mathrm{bar}).$$

For isopropanol, $\cos10^\circ=0.9848$, and

$$\Delta p_I=\frac{2(0.022\ \mathrm{N/m})(0.9848)}{20\times10^{-9}\ \mathrm m}
=2.17\ \mathrm{MPa}\quad(21.7\ \mathrm{bar}).$$

The third digit is kept so that the arithmetic can be followed. The rough surface tensions justify two digits, 5.5 and 2.2 MPa.

The radii are

$$R_W=\frac{10\ \mathrm{nm}}{0.7660}=13.05\ \mathrm{nm},
\qquad
R_I=\frac{10\ \mathrm{nm}}{0.9848}=10.15\ \mathrm{nm},$$

and the depths are

$$s_W=13.05\,(1-\sin40^\circ)\ \mathrm{nm}=4.66\ \mathrm{nm},$$

$$s_I=10.15\,(1-\sin10^\circ)\ \mathrm{nm}=8.39\ \mathrm{nm}.$$

Isopropanol has the deeper and more strongly curved meniscus, yet the smaller suction. The pressure is the product of surface tension and curvature, and here the lower surface tension outweighs the larger curvature. A picture of the two menisci would not by itself show which liquid pulls harder.

The calculation treats the liquid as a continuum with a sharp interface and a surface tension independent of curvature. This is an assumption at 20 nm, and it must fail when the gap approaches the size of a few molecules.

### (d) Ratio of the pressures

Both liquids are in the same gap, so $2/d$ cancels:

$$\frac{\Delta p_W}{\Delta p_I}
=\frac{\gamma_W}{\gamma_I}\,\frac{\cos\theta_W}{\cos\theta_I}.$$

The two factors are

$$\frac{\gamma_W}{\gamma_I}=\frac{72}{22}=3.273,
\qquad
\frac{\cos\theta_W}{\cos\theta_I}=\frac{0.7660}{0.9848}=0.778,$$

and their product is 2.55. Water therefore exerts about two and a half times the suction of isopropanol. Relative to the water value, changing to isopropanol lowers the suction by

$$1-\frac{1}{2.546}=0.607,$$

or about 61 %.

With equal contact angles the ratio would be 3.27. The actual ratio is smaller because isopropanol wets these walls better, and better wetting increases suction. Part of the benefit of the low surface tension is thereby lost.

Within this model the ratio is independent of the gap width, provided that the contact angles are too. The difference of the pressures, 3.35 MPa here, is proportional to $1/d$ and doubles when the gap is halved.

### (e) Contact angle for equal pressures

Setting $\Delta p_W=\Delta p_I$ and cancelling $2/d$ gives

$$\gamma_W\cos\theta_W^*=\gamma_I\cos\theta_I,
\qquad
\cos\theta_W^*=\frac{\gamma_I}{\gamma_W}\cos\theta_I
=\frac{0.9848}{3.273}=0.301,$$

so that $\theta_W^*=72.5^\circ$.

The cosine falls as the angle grows from $0^\circ$ to $180^\circ$. Below $72.5^\circ$ water therefore has the greater suction, and between $72.5^\circ$ and $90^\circ$ it has the smaller. The numerical energy minimisation tested this reversal. It gave a water pressure of 2.40 MPa two degrees below the crossover, 2.17 MPa at it and 1.93 MPa two degrees above it. The isopropanol value is 2.17 MPa.

At $90^\circ$ the water meniscus is flat and $\Delta p_W=0$. Beyond $90^\circ$ the cosine is negative, the meniscus bulges into the gas, and the liquid pressure exceeds the gas pressure. Since $\cos(180^\circ-\theta)=-\cos\theta$, the magnitude of the water pressure difference again equals the isopropanol value at

$$180^\circ-72.5^\circ=107.5^\circ,$$

but with the opposite sign. At still larger angles it is greater in magnitude. A very large contact angle thus replaces suction by an outward push and does not remove the load. These angles refer to the pressure alone. The surface tension also pulls each wall inwards at the contact line (part (g)), so the force on a wall does not vanish at $90^\circ$. For a wetted height of $10d$, the total forces of the two liquids are equal near $75^\circ$, and the force from water vanishes near $93^\circ$.

The comparison holds $\theta_I$ fixed. A surface treatment that changes the water angle may also change the isopropanol angle, and the general ratio in part (d) must then be used with both new values.

### (f) Absolute pressure and gravity

The gas is at atmospheric pressure, 0.101 MPa. From the definition of $\Delta p$,

$$p_{\rm liquid}=p_{\rm gas}-\Delta p .$$

This gives

$$p_W=(0.101-5.516)\ \mathrm{MPa}\approx-5.4\ \mathrm{MPa},$$

$$p_I=(0.101-2.167)\ \mathrm{MPa}\approx-2.1\ \mathrm{MPa}.$$

A negative absolute pressure means that the liquid is under tension: it pulls on the walls instead of pushing. A gas cannot do this, but a liquid can, because its molecules attract one another and the walls. A large body of liquid at such a pressure is metastable, since it could lower its free energy by forming a sufficiently large vapour bubble. The narrow gap changes this. Consider a wide vapour cavity that spans the gap and dries an area $A$ of each wall, so that its volume is $Ad$ and its edge can be neglected. Opening it releases the energy $(p_{\rm vapour}-p_{\rm liquid})\,Ad$, but drying the two walls costs $2\gamma\cos\theta\,A=\Delta p\,Ad=(p_{\rm gas}-p_{\rm liquid})\,Ad$. As long as the vapour pressure is below the gas pressure, the cost is the larger of the two, and in this ideal slot such a cavity does not lower the free energy. The margin is narrow: relative to the cost it is at most $p_{\rm gas}/\Delta p$, about 2 % for water and 5 % for isopropanol. The argument also needs a uniform gap and the same angle in both terms, although the cost contains Young's angle while $\Delta p$ is set by the angle present at the meniscus. For water, a receding angle only about $1.2^\circ$ below Young's angle, or a region about 0.4 nm wider than the gap at the meniscus, makes a wide cavity favourable, and the liquid is then only metastable.

Tension sets in when $\Delta p$ exceeds the gas pressure. Because $\Delta p\propto1/d$, this happens below the gap width

$$d_0=d\,\frac{\Delta p}{p_{\rm gas}},$$

which is $20\ \mathrm{nm}\times5.516/0.101\approx1.1\ \mu\mathrm m$ for water and $20\ \mathrm{nm}\times2.167/0.101\approx0.43\ \mu\mathrm m$ for isopropanol. The 20 nm gap is far below both.

Gravity changes the liquid pressure by $\rho g s$ over the depth of the meniscus, where $\rho$ is the density and $g$ the acceleration of free fall. Part (b) showed that $s\le d/2$ for a wetting liquid. With the rough density $\rho=1000\ \mathrm{kg/m^3}$,

$$\rho g s\le\rho g\,\frac d2=9.8\times10^{-5}\ \mathrm{Pa}.$$

This bound is less than $10^{-10}$ of either capillary pressure. The pressure difference across the meniscus is therefore uniform to high accuracy. In the liquid below the meniscus, the pressure changes by $\rho g$ times the height, which is about 0.01 Pa per micrometre. This too is negligible in a fine pattern, so neglecting gravity was justified.

### (g) A wall that can move

The outer side of the wall feels $p_{\rm gas}$ and the wetted inner side feels $p_{\rm liquid}$. The net pressure is $\Delta p$, directed into the gap. If liquid stood on both sides at the same pressure, the two loads would cancel over the area wetted on both sides. Suction thus bends a wall when the loads on its two sides differ.

The surface tension also pulls directly on the wall at the contact line, with a normal component $\gamma\sin\theta$ per unit length. For a wetted height $h$ the suction force per unit length is $\Delta p\,h=2\gamma h\cos\theta/d$. The ratio of the first force to the second is $(d/2h)\tan\theta$. For a tall wetted wall it is small unless $\theta$ is close to $90^\circ$, where $\tan\theta$ diverges. With $h=10d$ it is 0.04 for water at $40^\circ$ and 0.009 for isopropanol, but 0.16 at $72.5^\circ$ and 0.57 at $85^\circ$. For the two liquids given, the contact-line force is neglected here.

Let the wall move inwards by $u$ while remaining parallel to the other wall. Assume that the wetted height and the contact angle stay the same, with surplus liquid free to leave. The gap is now $d-u$, and equilibrium requires

$$ku=\frac{2\gamma\cos\theta}{d-u},
\qquad\text{or}\qquad
u(d-u)=\frac{2\gamma\cos\theta}{k}.$$

Completing the square on the left gives

$$u(d-u)=\frac{d^2}{4}-\left(u-\frac d2\right)^2\le\frac{d^2}{4}.$$

A solution therefore exists only if $2\gamma\cos\theta/k\le d^2/4$, which means

$$k\ge k_c=\frac{8\gamma\cos\theta}{d^2}=\frac{4\,\Delta p}{d},$$

where $\Delta p$ is the suction in the undeformed gap.

For $k>k_c$ there are two solutions, one on each side of $u=d/2$. An equilibrium is stable if a further small displacement raises the restoring pressure more than the suction:

$$k>\frac{\mathrm d}{\mathrm du}\,\frac{2\gamma\cos\theta}{d-u}
=\frac{2\gamma\cos\theta}{(d-u)^2}
=\frac{ku}{d-u}.$$

The last step uses the equilibrium condition. The inequality holds for $u<d-u$, that is, for $u<d/2$. The solution with the smaller displacement is stable and the other is unstable. At $k=k_c$ they merge at $u=d/2$. For smaller $k$ the suction exceeds the restoring pressure at every gap width, and the wall is drawn across.

The threshold stiffnesses are

$$k_{c,W}=\frac{4\times5.516\ \mathrm{MPa}}{20\ \mathrm{nm}}=1.10\ \mathrm{MPa/nm},$$

$$k_{c,I}=\frac{4\times2.167\ \mathrm{MPa}}{20\ \mathrm{nm}}=0.43\ \mathrm{MPa/nm}.$$

Suppose that the suction builds up slowly, so that the wall follows its stable equilibrium. A wall whose stiffness lies between these values then survives drying from isopropanol but not from water. If the suction is applied suddenly and the motion is weakly damped, a wall somewhat stiffer than the threshold can overshoot the unstable equilibrium and collapse as well. Without damping, the wall just reaches that point when $ku^2/2=2\gamma\cos\theta\,\ln[d/(d-u)]$ holds together with the equilibrium condition, which gives $u=0.715\,d$ and $k=1.23\,k_c$. A wall softer than 0.43 MPa/nm collapses with either liquid, although isopropanol pulls less strongly. At fixed surface tension and contact angle, $k_c$ grows as $1/d^2$: halving the gap doubles the suction and also halves the distance the wall can travel.

The factor 4 in $k_c=4\Delta p/d$ belongs to this model. If both walls move, the gap is $d-2u$ and the factor is 8, reached at $u=d/4$. If the liquid volume is fixed, so that the wetted height rises as $1/(d-u)$, the factor is $27/4$, reached at $u=d/3$. A real wall is clamped at its foot and bends, so its displacement varies with height and the factor changes again. Whether touching walls separate again after drying depends on their adhesion, which the capillary pressure does not determine.

## Computed results

```
gap width: 20.0 nm
water: surface tension: 72.0 mN/m
water: contact angle: 40.0 degrees
water: cosine of contact angle: 0.7660 (no unit)
water: capillary pressure: 5.516 MPa
water: same pressure: 55.16 bar
water: pressure from minimisation: 5.516 MPa
water: meniscus radius: 13.05 nm
water: meniscus depth: 4.66 nm
water: depth from minimisation: 4.66 nm
water: wall angle from minimisation: 40.00 degrees
water: absolute liquid pressure: -5.414 MPa
isopropanol: surface tension: 22.0 mN/m
isopropanol: contact angle: 10.0 degrees
isopropanol: cosine of contact angle: 0.9848 (no unit)
isopropanol: capillary pressure: 2.167 MPa
isopropanol: same pressure: 21.67 bar
isopropanol: pressure from minimisation: 2.167 MPa
isopropanol: meniscus radius: 10.15 nm
isopropanol: meniscus depth: 8.39 nm
isopropanol: depth from minimisation: 8.39 nm
isopropanol: wall angle from minimisation: 10.00 degrees
isopropanol: absolute liquid pressure: -2.065 MPa
surface-tension factor, water/isopropanol: 3.273 (no unit)
contact-angle factor, water/isopropanol: 0.778 (no unit)
pressure ratio, water/isopropanol: 2.546 (no unit)
pressure ratio from minimisation: 2.546 (no unit)
pressure difference, water - isopropanol: 3.349 MPa
pressure reduction on changing to isopropanol: 60.7 percent
water angle for equal pressures: 72.49 degrees
water pressure 2 degrees below that angle: 2.405 MPa
water pressure at that angle: 2.167 MPa
water pressure 2 degrees above that angle: 1.926 MPa
atmospheric pressure: 0.101 MPa
rough density for gravity estimate: 1000 kg/m^3
hydrostatic bound over half a gap width: 9.81e-05 Pa
```
